# Why the positive kinetic-energy estimator has infinite variance at a node

A variational Monte Carlo program that samples the square of a trial function must add some kinetic quantity to the potential energy at every sampled configuration. There are two candidates with the same mean. One needs second derivatives and can be negative; the other needs first derivatives and is never negative. The second looks safer. But for a function with a node on which its gradient is somewhere non-zero it has infinite variance, and the printed error bar loses its usual Gaussian meaning; in the example below it is typically too small.

Hartree atomic units are used. Let \(\psi\) be a real function of all electron coordinates, sampled with probability density \(\psi^2/\int\psi^2\). The two estimators are

\[
K=-\frac{\nabla^2\psi}{2\psi},\qquad G=\frac12\,\bigl|\nabla\ln|\psi|\bigr|^2=\frac{|\nabla\psi|^2}{2\psi^2},
\]

where \(\nabla\) acts on all electron coordinates together.

## A counter-example: triplet H\(_2\)

Take the lowest triplet of H\(_2\), with fixed nuclei A and B a distance \(R=2\) bohr apart. The spin part is symmetric, so the spatial part must be antisymmetric. A simple trial function is

\[
\psi=a(1)b(2)-b(1)a(2),\qquad a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_A},\quad b=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_B},
\]

with \(\zeta=1\) bohr\(^{-1}\). It leaves out orbital relaxation and further correlation, but its node can be treated in closed form.

For each electron define \(\lambda=(r_A+r_B)/R\) and \(\mu=(r_A-r_B)/R\), so that \(r_A=R(\lambda+\mu)/2\) and \(r_B=R(\lambda-\mu)/2\). With \(w=\zeta R\) and \(\Delta=\mu_1-\mu_2\), the two products are proportional to \(e^{-w(\lambda_1+\lambda_2)/2}\) times \(e^{-w\Delta/2}\) and \(e^{+w\Delta/2}\). Hence

\[
\psi=-\frac{2\zeta^3}{\pi}\,e^{-w(\lambda_1+\lambda_2)/2}\sinh\frac{w\Delta}{2}.
\]

The node is the surface \(\mu_1=\mu_2\).

### The estimator G in closed form

The gradients of \(r_A\) and \(r_B\) are unit vectors \(\mathbf n_A,\mathbf n_B\). The cosine rule gives \(\mathbf n_A\cdot\mathbf n_B=(r_A^2+r_B^2-R^2)/(2r_Ar_B)\), and \(r_Ar_B=R^2(\lambda^2-\mu^2)/4\). Therefore

\[
|\nabla\lambda|^2=\frac{2(1+\mathbf n_A\cdot\mathbf n_B)}{R^2}=\frac{4}{R^2}\frac{\lambda^2-1}{\lambda^2-\mu^2},
\qquad
|\nabla\mu|^2=\frac{2(1-\mathbf n_A\cdot\mathbf n_B)}{R^2}=\frac{4}{R^2}\frac{1-\mu^2}{\lambda^2-\mu^2},
\]

and \(\nabla\lambda\cdot\nabla\mu=(|\mathbf n_A|^2-|\mathbf n_B|^2)/R^2=0\).

The derivative of \(\ln|\psi|\) is \(-w/2\) with respect to each \(\lambda_i\), and \(\pm(w/2)\coth(w\Delta/2)\) with respect to \(\mu_1\) and \(\mu_2\). Since \(\tfrac12(w^2/4)(4/R^2)=\zeta^2/2\),

\[
G=\frac{\zeta^2}{2}\sum_{i=1}^2\frac{(\lambda_i^2-1)+(1-\mu_i^2)\coth^2(w\Delta/2)}{\lambda_i^2-\mu_i^2}.
\]

Insert \(\coth^2x=1+1/\sinh^2x\). The terms without \(\sinh\) add up to 1 for each electron, which leaves

\[
G=\zeta^2+\frac{\zeta^2}{2}\frac{h}{\sinh^2(w\Delta/2)},\qquad h=\sum_{i=1}^2\frac{1-\mu_i^2}{\lambda_i^2-\mu_i^2}.
\]

Because \(\lambda_i\ge1\), we have \(0\le h\le2\). So \(G\) stays bounded at the nuclei, away from the node. This is its attraction.

Near the node, the distance in the six-dimensional configuration space is \(d\simeq|\Delta|/|\nabla\Delta|\), with \(|\nabla\Delta|^2=4h/R^2\). Replacing \(\sinh x\) by \(x\) gives

\[
G\simeq\frac{2h}{R^2\Delta^2}=\frac{1}{2d^2}.
\]

The density vanishes as \(\Delta^2\). Its product with \(G\) is finite, so the mean exists. Its product with \(G^2\) behaves as \(\Delta^{-2}\), whose integral through \(\Delta=0\) diverges. The variance of \(G\) is infinite.

### How heavy the tail is

For large \(g\), \(G>g\) means \(|\Delta|<\delta\) with \(\delta=\sqrt{2h/g}/R\). The volume element of one electron is \((R/2)^3(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\varphi\): the lengths belonging to \(d\lambda\) and \(d\mu\) are \(d\lambda/|\nabla\lambda|\) and \(d\mu/|\nabla\mu|\), and the distance from the axis is \((R/2)\sqrt{(\lambda^2-1)(1-\mu^2)}\).

Near the node \(\psi^2\simeq(\zeta^6/\pi^2)w^2\Delta^2e^{-w(\lambda_1+\lambda_2)}\), and \(\int\psi^2=2(1-S^2)\), where \(S=\langle a|b\rangle\). Using \(\int_{-\delta}^{\delta}\Delta^2d\Delta=2\delta^3/3\) and the factor \((2\pi)^2\) from the angles,

\[
P(G>g)\to C\,g^{-3/2},
\]
\[
C=\frac{\sqrt2\,w^5\zeta^3}{24(1-S^2)}\int_1^\infty\!\!d\lambda_1\int_1^\infty\!\!d\lambda_2\int_{-1}^{1}\!\!d\mu\;e^{-w(\lambda_1+\lambda_2)}(\lambda_1^2-\mu^2)(\lambda_2^2-\mu^2)\,h^{3/2},
\]

with \(\mu_1=\mu_2=\mu\) in \(h\). Gaussian quadrature gives \(C=0.0728\) hartree\(^{3/2}\).

The tail has probability density \(\tfrac32Cg^{-5/2}\), so the second moment restricted to \(G<g\) grows as \(\int^g g'^2\,\tfrac32Cg'^{-5/2}dg'=3C\sqrt g\), plus a constant. Quasi-random integration with the full \(G\) gives 3.50, 23.2 and 219.9 hartree\(^2\) for \(g=10^2,10^4,10^6\) hartree. The last increase is 196.6, uncertain by about 0.1 from the quasi-random sampling, against \(3C(1000-100)=196.7\).

### The estimator K for the same function

Let \(t=-\tfrac12\nabla^2\) for one electron. Since \(\nabla^2a=a''+2a'/r_A\),

\[
ta=\left(-\frac{\zeta^2}{2}+\frac{\zeta}{r_A}\right)a,
\]

and likewise for \(b\). Write \(t_{ij}=\langle i|t|j\rangle\) and \(q_{ij}=\langle ti|tj\rangle\). In \(\langle\psi|t_1+t_2|\psi\rangle\) the two direct terms give \(2(2t_{aa})\) and the two exchange terms \(-2(2St_{ab})\). Dividing by \(2(1-S^2)\),

\[
\langle K\rangle=\frac{2(t_{aa}-St_{ab})}{1-S^2}.
\]

For the second moment, \(\psi^2K^2=[(t_1+t_2)\psi]^2\): the division by \(\psi\) has disappeared. Expanding the square, a direct term is \(2q_{aa}+2t_{aa}^2\) and an exchange term is \(2Sq_{ab}+2t_{ab}^2\), so

\[
\langle K^2\rangle=\frac{2(q_{aa}+t_{aa}^2-Sq_{ab}-t_{ab}^2)}{1-S^2}.
\]

The integrals on one centre follow from \(\langle a|r_A^{-1}|a\rangle=4\zeta^3\int_0^\infty re^{-2\zeta r}dr=\zeta\) and \(\langle a|r_A^{-2}|a\rangle=4\zeta^3\int_0^\infty e^{-2\zeta r}dr=2\zeta^2\). Thus \(t_{aa}=-\zeta^2/2+\zeta^2=\zeta^2/2\) and \(q_{aa}=\zeta^4(\tfrac14-1+2)=\tfrac54\zeta^4\).

For two centres, \(\langle a|f|b\rangle=\frac{w^3}{4}\int_1^\infty d\lambda\int_{-1}^1d\mu\,(\lambda^2-\mu^2)f\,e^{-w\lambda}\). Three choices of \(f\) are needed:

- \(f=1\): the \(\mu\) integral is \(2\lambda^2-\tfrac23\), and \(S=e^{-w}(1+w+w^2/3)\).
- \(f=1/r_B=2/[R(\lambda-\mu)]\): the \(\mu\) integral of \(\lambda+\mu\) is \(2\lambda\), and the result is \(\zeta e^{-w}(1+w)\). By symmetry \(1/r_A\) gives the same.
- \(f=1/(r_Ar_B)\): the factor \(\lambda^2-\mu^2\) cancels, and the result is \(2\zeta^2e^{-w}\).

Hence \(t_{ab}=\zeta^2[-S/2+e^{-w}(1+w)]\) and \(q_{ab}=\zeta^4[S/4-e^{-w}(1+w)+2e^{-w}]=\zeta^4[S/4+e^{-w}(1-w)]\).

For \(w=2\) these are \(S=0.58645\), \(t_{ab}=0.11278\) hartree and \(q_{ab}=0.01128\) hartree\(^2\). Then

\[
\langle K\rangle=\frac{2(0.5-0.06614)}{0.65607}=1.3226\ \text{hartree}\quad(35.99\ \text{eV}),
\]
\[
\langle K^2\rangle=\frac{2(1.25+0.25-0.00661-0.01272)}{0.65607}=4.514\ \text{hartree}^2.
\]

The variance of \(K\) is \(4.514-1.749=2.76\) hartree\(^2\), a finite number. Quadrature of \(G\) over the same density gives the same mean, 1.3226 hartree.

\(K\) is not bounded at the node either. Put the nuclei at \(z=\mp1\) bohr, electron 1 at \((0.3,0,0.2)\) and electron 2 at \((0.9,0.5,z)\); a root search puts the node at \(z=0.2772\) bohr. Moving along \(\nabla\psi\) from there gives:

| \(d\) (bohr) | \(G\) (hartree) | \(K\) (hartree) |
|---|---:|---:|
| 0.1 | 50.7 | 0.74 |
| 0.01 | 5000 | −6.00 |
| 0.001 | 499998 | −73.7 |

Here \(dK\) tends to \(-\nabla^2\psi/(2|\nabla\psi|)=-0.0752\) hartree bohr. A \(1/d\) divergence leaves the variance finite, because the density supplies \(d^2\). The fourth moment of \(K\) does diverge: \(\psi^2K^4\) behaves as \(d^{-2}\) at the node and as \(r^{-4}\) against \(r^2dr\) at a nucleus. So the sample variance of \(K\) approaches 2.76 hartree\(^2\) slowly and typically from below, as the table in the next section shows.

### What a simulation reports

Independent configurations can be drawn without a Markov chain. Propose from the average of \(a^2(1)b^2(2)\) and \(b^2(1)a^2(2)\), and accept with probability \(\psi^2/\{2[a^2(1)b^2(2)+b^2(1)a^2(2)]\}\). This is at most 1 because \((x-y)^2\le2(x^2+y^2)\). A run of this kind gave 1,049,152 configurations, which were cut into blocks of \(n\). The table lists medians over blocks; errors are absolute deviations of block means from 1.3226 hartree. These medians are themselves noisy. Repeated runs of the same size gave 1.12 to 1.17 hartree\(^2\) for the variance of \(G\) at \(n=1000\). For the last row, which rests on only 104 blocks, they gave 2.4 to 3.2 hartree\(^2\) for the variance of \(G\), 0.016 to 0.024 hartree for its error and 0.010 to 0.012 hartree for the error of \(K\).

| \(n\) | Variance of \(G\), \(K\) (hartree\(^2\)) | Error of \(G\), \(K\) (hartree) |
|---|---:|---:|
| 100 | 0.37, 1.98 | – |
| 1000 | 1.27, 2.40 | 0.040, 0.034 |
| 10000 | 3.13, 2.57 | 0.015, 0.009 |

At \(n=1000\) the typical sample variance of \(G\) is about half that of \(K\), yet its typical error is larger. For normally distributed means, half of the errors lie below 0.674 standard errors. The variance 1.27 would then predict a median error of \(0.674\sqrt{1.27/1000}=0.024\) hartree for \(G\), while 0.040 was found. For \(K\) the same estimate gives 0.033, against 0.034. A short run usually misses the rare large values, so it underestimates both the spread and the error.

The size of those values follows from the tail. The largest of \(n\) independent values lies below \(m\) with probability near \(\exp(-nCm^{-3/2})\). Setting this to one half gives the median

\[
m=\left(\frac{nC}{\ln2}\right)^{2/3}.
\]

For \(n=5000\) this is 65 hartree; the blocks gave 69, and runs of this size scatter from about 59 to 71. One such configuration shifts the mean by about \(m/n=0.013\) hartree. This shift falls as \(n^{-1/3}\), more slowly than the usual \(n^{-1/2}\).

The total energy shows a second difference. The potential is

\[
V=-\frac1{r_{1A}}-\frac1{r_{1B}}-\frac1{r_{2A}}-\frac1{r_{2B}}+\frac1{r_{12}}+\frac1R.
\]

When electron 1 approaches nucleus A, \(K\) contains \(\zeta a(1)b(2)/(\psi r_{1A})\). With \(\zeta=1\), adding \(-1/r_{1A}\) leaves \(b(1)a(2)/(\psi r_{1A})\), which still diverges, but away from the node its coefficient \(b(1)a(2)/\psi\) has a limit at the nucleus. There \(\mu_1=-1\), so \(a(1)b(2)/[b(1)a(2)]=e^{w(1+\mu_2)}\) and the remainder is \(1/[(e^{w(1+\mu_2)}-1)\,r_{1A}]\). It is weaker than the \(1/r_{1A}\) of \(V\) when \(w(1+\mu_2)>\ln2\); with electron 2 at B the coefficient is \(1/(e^4-1)=0.019\). It is stronger when \(\mu_2<\ln2/w-1\), which is \(-0.65\) for \(w=2\), on the side of the node at \(\mu_2=-1\). \(G\) is bounded at the nucleus away from the node and cancels none of the \(-1/r_{1A}\). At \(n=1000\) the median error, measured from the whole-run mean of \(K+V\), was 0.005 hartree for \(K+V\) and 0.052 hartree for \(G+V\). This gap is not due to the nuclei alone: \(G\) by itself already has a median error of 0.040 hartree at this \(n\), and the run does not separate the two causes.

## The general statement

Let \(\psi\) be real, with \(\psi\), \(\nabla\psi\) and \(\nabla^2\psi\) square integrable, and let it decay so that surface terms at infinity vanish. Let \(\nabla\psi\) be continuous except at coalescences of particles in three dimensions, where it need only stay bounded. (A jump of the gradient across a surface where \(\psi\ne0\), for example from an abrupt cutoff in a correlation factor, would add a surface term that \(K\), evaluated point by point, misses.) Suppose that \(\psi\) has a node containing a point where \(\nabla\psi\) is continuous and non-zero. Then, under the density \(\psi^2/\int\psi^2\), \(K\) and \(G\) have the same finite mean, \(K\) has finite variance, and \(G\) has infinite variance.

**Equal means.** In each region between nodes, integrate

\[
\nabla\cdot(\psi\nabla\psi)=|\nabla\psi|^2+\psi\nabla^2\psi.
\]

The left side becomes a surface integral of \(\psi\) times its normal derivative. It vanishes on the node because \(\psi=0\), at infinity by decay, and on small tubes around coalescences because their area shrinks to zero. Summing over regions, \(\tfrac12\int|\nabla\psi|^2=-\tfrac12\int\psi\nabla^2\psi\). Division by \(\int\psi^2\) gives \(\langle G\rangle=\langle K\rangle\).

**Finite variance of K.** Since \(\psi^2K^2=\tfrac14(\nabla^2\psi)^2\), the second moment is finite by assumption.

**Infinite variance of G.** Near the chosen point of the node there are positive constants with \(c_1\le|\nabla\psi|\le c_2\). Integrating the gradient from the node gives \(|\psi|\le c_2d\). Hence

\[
\psi^2G^2=\frac{|\nabla\psi|^4}{4\psi^2}\ge\frac{c_1^4}{4c_2^2d^2},
\]

and the integral of \(1/d^2\) across the surface diverges. Nothing else in the configuration space can compensate, because the integrand is nowhere negative. Positivity bounds \(G\) from below; the trouble comes from above.

Averaging the two estimators does not help. From \(\nabla^2\ln|\psi|=\nabla^2\psi/\psi-|\nabla\ln|\psi||^2\) one finds \((K+G)/2=-\tfrac14\nabla^2\ln|\psi|\), which diverges as \(1/(4d^2)\) and has infinite variance for the same reason.

## Where the statement stops

The cause is the node, not Fermi statistics as such. A single particle in the oscillator state \(\psi=xe^{-x^2/2}\), with \(V=x^2/2\), has \(\psi''=(x^3-3x)e^{-x^2/2}\). So \(K=(3-x^2)/2\) and \(K+V=3/2\) at every \(x\), as \(H\psi=E\psi\) requires. But \(G+V=1/(2x^2)-1+x^2\) has infinite variance, even though \(\psi\) is an eigenfunction. Conversely, the singlet function \(a(1)b(2)+b(1)a(2)\) describes two fermions and has no node.

Without a node, \(G\) can be the better estimator of the kinetic energy alone. For hydrogen 1s, \(\psi=e^{-r}\) gives \(G=\tfrac12\) everywhere, while \(K=1/r-\tfrac12\) has variance \(\langle r^{-2}\rangle-\langle r^{-1}\rangle^2=2-1=1\) hartree\(^2\). For the total energy the order reverses: \(K+V=-\tfrac12\) is constant, and \(G+V=\tfrac12-1/r\) is not.

The equality of means also depends on sampling \(\psi^2\). Diffusion Monte Carlo with importance sampling draws from a density proportional to \(\psi\phi\), where \(\phi\) is the projected function with the same node. Then \(K\) averages \(-\tfrac12\phi\nabla^2\psi\), which integrates by parts to \(\tfrac12\nabla\phi\cdot\nabla\psi\), whereas \(G\) averages \(\tfrac12(\phi/\psi)|\nabla\psi|^2\). These agree for \(\phi\propto\psi\) but not in general, and neither is in general the kinetic energy of \(\phi\). The sum \(K+V\) averages \(\phi H\psi\). Because \(\phi\) and \(\psi\) both vanish on the node, integration by parts turns this into \(\psi H\phi=E\,\psi\phi\), so \(K+V\) gives the energy \(E\) of \(\phi\), and \(G+V\) can have the wrong mean.
